\section*{Exchange repulsion of same-spin two-dimensional hydrogenic excitons, part 2}

An exciton is an electron and a hole bound by their Coulomb attraction. We seek the interaction energy of excitons at zero centre-of-mass momentum in a semiconductor layer of zero thickness and area $A$. All electrons have one spin and valley, and so do all holes. The bands are parabolic and isotropic, with masses $m_e$ and $m_h$, $\mu=m_em_h/(m_e+m_h)$ and $M=m_e+m_h$. Energies are measured from the band gap. Exchange of an electron and a hole across the gap is left out.

The letters $k,p,q$ stand for two-dimensional wavevectors; in a radial integral such as $\int k\,dk$ the letter means the length. The operators $a_k^\dagger$ and $b_k^\dagger$ create an electron and a hole, $P_k^\dagger=a_k^\dagger b_{-k}^\dagger$ creates a pair, and $|0\rangle$ is the state without electrons or holes. $V_q>0$ is the Fourier transform of the repulsion $V(r)$ between equal charges, and $\varepsilon$ is the dielectric constant.

The relative wavefunction of one exciton is $\varphi(r)=\sqrt{2/\pi}\,e^{-r/a}/a$ for the $1/r$ potential, $\varphi_k=\int d^2r\,e^{-ik\cdot r}\varphi(r)$ is its transform, and $E_b$ is the binding energy.

The interaction energy of two excitons was found as an expectation value, with their internal states and zero momenta held fixed. For a large area it is $g/A$, with $g=2(J_1-J_2)$. The term $J_1$ expresses the binding lost because some states are blocked, and $J_2$ the exchange energy gained when equal fermions avoid each other. With $\iint$ standing for $\int d^2k\,d^2p/(2\pi)^4$, the result can be written as
\begin{equation}
g=\iint V_{k-p}\,\varphi_k\varphi_p(\varphi_k-\varphi_p)^2>0 .
\label{eq:positive}
\end{equation}
This holds for any $V_q>0$, provided that $\varphi_k$ is the lowest bound state in that same potential.

\section{The coupling constant and its range of use}

We carry over these symbols and results. The 1s exciton has $\varphi_k=\sqrt{8\pi}\,a/(1+k^2a^2)^{3/2}$ and obeys
\[
(T_k+E_b)\varphi_k=\int\frac{d^2p}{(2\pi)^2}V_{k-p}\varphi_p,\quad
E_b=\frac{\hbar^2}{2\mu a^2}=\frac{C}{\varepsilon a},
\]
with $T_k=\hbar^2k^2/2\mu$, $C=e^2/4\pi\varepsilon_0$ and $V(r)=C/(\varepsilon r)$. Two excitons of the same spin in an area $A$ have the first-order interaction energy $g/A$, where $g=2(J_1-J_2)$. Here $J_1$ and $J_2$ are the integrals of $V_{k-p}\varphi_k^3\varphi_p$ and $V_{k-p}\varphi_k^2\varphi_p^2$ over $d^2k\,d^2p/(2\pi)^4$. The masses are $\mu$ (reduced) and $M$ (total).

\subsection*{(f) The blocking integral}

\emph{Calculate $J_1$.}

\textbf{Solution.} The integral over $p$ is the right-hand side of the exciton equation. Because $T_k=E_bk^2a^2$,
\begin{align*}
J_1&=\int\frac{d^2k}{(2\pi)^2}\varphi_k^3(T_k+E_b)\varphi_k\\
&=E_b\int\frac{d^2k}{(2\pi)^2}(1+k^2a^2)\varphi_k^4\\
&=\frac{64\pi^2a^4E_b}{2\pi}\int_0^\infty\frac{k\,dk}{(1+k^2a^2)^5}.
\end{align*}
With $u=k^2a^2$, the last integral is $\frac1{2a^2}\int_0^\infty(1+u)^{-5}du=1/(8a^2)$. Thus
\begin{equation}
J_1=4\pi E_ba^2 .
\label{eq:J1}
\end{equation}

\subsection*{(g) The exchange integral}

\emph{Calculate $J_2$ by going to real space.}

\textbf{Solution.} Insert $V_{k-p}=\int d^2r\,V(r)e^{-i(k-p)\cdot r}$. The two momentum integrals separate and give
\[
J_2=\int d^2r\,V(r)F(r)^2,\qquad
F(r)=\int\frac{d^2k}{(2\pi)^2}\varphi_k^2e^{ik\cdot r}.
\]
The function $F$ is real and even because $\varphi_k^2$ is. It is the overlap of two copies of the relative wavefunction displaced by $r$.

Set $s=r/a$ and $x=ka$. Then
\[
F=8\pi\int\frac{d^2x}{(2\pi)^2}\frac{e^{ix\cdot s}}{(1+x^2)^3}.
\]
The denominator can be written as an integral over exponentials,
\[
\frac1{(1+x^2)^3}=\frac12\int_0^\infty t^2e^{-t(1+x^2)}dt ,
\]
which leaves a Gaussian integral over $x$:
\[
\int\frac{d^2x}{(2\pi)^2}e^{ix\cdot s-tx^2}=\frac{1}{4\pi t}e^{-s^2/4t}.
\]
The prefactors multiply to $8\pi\cdot\frac12\cdot\frac1{4\pi}=1$, so
\[
F(s)=\int_0^\infty t\,e^{-t-s^2/4t}\,dt .
\]
At zero displacement $F(0)=1$, as the normalization of $\varphi$ requires.

In the radial integral for $J_2$, the factor $r$ of the area element cancels the $1/r$ of the potential. Using $C/\varepsilon=E_ba$,
\[
J_2=2\pi\frac C\varepsilon\int_0^\infty F^2dr=2\pi E_ba^2\int_0^\infty F(s)^2ds .
\]
We write $F^2$ as a double integral over $t$ and $t'$ and integrate over $s$ first:
\[
\int_0^\infty e^{-\frac{s^2}{4}\left(\frac1t+\frac1{t'}\right)}ds
=\sqrt{\pi}\,\sqrt{\frac{tt'}{t+t'}} .
\]
Consequently
\[
\int_0^\infty F^2ds=\sqrt\pi\int_0^\infty\!\!\int_0^\infty
\frac{(tt')^{3/2}}{(t+t')^{1/2}}e^{-(t+t')}dt\,dt' .
\]
Put $t=wy$ and $t'=w(1-y)$, with $0<y<1$. The Jacobian is $w$, and the powers of $w$ combine to $w^{3-1/2+1}=w^{7/2}$. The two integrals separate:
\begin{align*}
\int_0^\infty F^2ds
&=\sqrt\pi\int_0^\infty w^{7/2}e^{-w}dw\int_0^1[y(1-y)]^{3/2}dy\\
&=\sqrt\pi\,\Gamma(\tfrac92)\,\frac{\Gamma(\frac52)^2}{\Gamma(5)}\\
&=\sqrt\pi\cdot\frac{105\sqrt\pi}{16}\cdot\frac{9\pi}{16\cdot24}
=\frac{315\pi^2}{2048}.
\end{align*}
The second integral is a beta function. Multiplication by $2\pi E_ba^2$ gives
\begin{equation}
J_2=\frac{315\pi^3}{1024}E_ba^2 .
\label{eq:J2}
\end{equation}

\subsection*{(h) The coupling constant}

\emph{Combine the two integrals. On which material parameters does the answer depend?}

\textbf{Solution.} From \eqref{eq:J1} and \eqref{eq:J2},
\begin{equation}
g=2(J_1-J_2)=8\pi\left(1-\frac{315\pi^2}{4096}\right)E_ba^2\simeq6.06\,E_ba^2 .
\label{eq:g}
\end{equation}
In units of $E_ba^2$, $J_1=12.566$ and $J_2=9.538$. Exchange thus cancels about three quarters of the blocking term.

The length $a$ is the one in $e^{-r/a}$. With the usual exciton Bohr radius $a_B=2a$ and Rydberg energy $R_y=E_b/4$, the product $E_ba^2$ equals $R_ya_B^2$, and the numerical factor stays the same. Moreover $E_ba^2=\hbar^2/2\mu$, so that
\[
g\simeq3.03\,\frac{\hbar^2}{\mu}.
\]
The dielectric constant has disappeared. Stronger uniform screening makes the excitons larger but their interaction weaker, and for a $1/r$ potential the two effects cancel in $g$. The ratio $m_e/m_h$ does not enter separately either, because the zero-momentum calculation contains the masses through $T_k$ alone.

\subsection*{(i) Many excitons}

\emph{Show that a low density $n$ of these excitons, all in the same state, has the interaction energy density $gn^2/2$ in mean-field theory.}

\textbf{Solution.} Use the paired state
\[
|\Psi\rangle=\prod_k(u_k+v_kP_k^\dagger)|0\rangle,\qquad u_k^2+v_k^2=1 ,
\]
with $v_k=\sqrt n\,\varphi_k$. Its mean density is $\int d^2k\,v_k^2/(2\pi)^2=n$. The construction requires $v_0^2=8\pi na^2\le1$.

Each state $k$ is filled with probability $v_k^2$. The exchange energies of electrons and holes each carry a factor $-\frac12V_{k-p}v_k^2v_p^2$. The attraction moves a pair from $k$ to $p$ and has expectation value $-V_{k-p}u_kv_ku_pv_p$. The energy density is therefore
\begin{equation}
\mathcal E=\int\frac{d^2k}{(2\pi)^2}T_kv_k^2
-\iint V_{k-p}\left(v_k^2v_p^2+u_kv_ku_pv_p\right).
\label{eq:bcs}
\end{equation}
At low density $u_kv_k=\sqrt n\,\varphi_k(1-\frac12n\varphi_k^2+\dots)$, and hence
\[
u_kv_ku_pv_p=n\varphi_k\varphi_p-\frac{n^2}2(\varphi_k^3\varphi_p+\varphi_k\varphi_p^3)+O(n^3).
\]
The terms linear in $n$ add up to $-E_bn$. The quadratic terms are $n^2(J_1-J_2)$, so
\begin{equation}
\mathcal E=-E_bn+\tfrac12gn^2+O(n^3).
\end{equation}
Allowing the shape of $\varphi_k$ to adjust does not change the quadratic term. The shape already minimizes the linear term, so an adjustment of order $n$ alters $\mathcal E$ at order $n^3$.

The chemical potential, $d\mathcal E/dn=-E_b+gn$, rises by $gn$. This agrees with the pair result: $N(N-1)/2$ pairs, each with energy $g/A$, give a total of about $gN^2/2A$.

\subsection*{(j) A monolayer example}

\emph{Take $m_e=m_h=0.4\,m_0$, $\varepsilon=4.5$ and $n=10^{11}\,\mathrm{cm^{-2}}$, where $m_0$ is the free-electron mass. Find $a$, $E_b$, $g$ and the shift $gn$.}

\textbf{Solution.} These round values lie in the rough range of a $\mathrm{WSe_2}$ monolayer between layers of hexagonal boron nitride. The reduced mass is $0.2\,m_0$, which gives $\hbar^2/2\mu=0.1905\ \mathrm{eV\,nm^2}$. With $C=1.440\ \mathrm{eV\,nm}$,
\begin{align*}
a&=\frac{4.5\times0.1905}{1.440}\ \mathrm{nm}=0.595\ \mathrm{nm},\\
E_b&=\frac{0.1905}{0.5953^2}\ \mathrm{eV}=0.54\ \mathrm{eV},\\
g&=6.057\times0.1905\ \mathrm{eV\,nm^2}=1.15\ \mathrm{eV\,nm^2}.
\end{align*}
The last value equals $1.15\times10^{-14}\ \mathrm{eV\,cm^2}$. The first-order shift is $gn=1.15\ \mathrm{meV}$.

\subsection*{(k) Nonlocal screening}

\emph{A monolayer polarizes in its own plane. Replace the interaction by the Rytova--Keldysh form $V_q=2\pi C/[q(\varepsilon+r_0q)]$ with $r_0=4.5\ \mathrm{nm}$, holding the masses and $\varepsilon$ fixed. How do the results change?}

\textbf{Solution.} The result \eqref{eq:positive} holds for this potential too, but $\varphi_k$ must be found anew. We expand the ground state in eight exponentials $e^{-\beta_jr}$ with $\beta_j=0.15\times1.7^j/a$, $j=0,\dots,7$, and minimize the energy. The momentum integrals for $g$ are then done by numerical quadrature.

The binding energy falls from 0.54 to $0.16\ \mathrm{eV}$. The root-mean-square electron--hole distance grows from 0.73 to $1.68\ \mathrm{nm}$. The coupling changes far less, to $g=1.02\ \mathrm{eV\,nm^2}$, which is 12\% below the hydrogenic value.

Scaling shows what the change can depend on. If lengths are measured in $a$ and energies in $E_b$, the problem contains the single parameter $r_0/(\varepsilon a)$. Thus $g$ is $\hbar^2/2\mu$ times a function of that ratio. The function equals 6.06 at zero and $1.02/0.1905\simeq5.4$ at the present ratio of 1.7. Scaling does not explain why the function varies so slowly; that is a numerical finding for this case.

\subsection*{(l) Correlation, temperature and density}

\emph{Estimate how far the first-order energy can be trusted for free excitons with the hydrogenic values of part (j).}

\textbf{Solution.} Two repelling excitons can lower their energy by avoiding each other, which the fixed product state does not permit. To size this effect, replace the interaction by a disc barrier of height $g/(\pi R^2)$ and radius $R$. Let the relative coordinate move in a cell of radius $L=1/\sqrt{\pi n}$, with zero slope at its edge. The reduced mass of two excitons is $M/2$, so the relative wavefunction obeys
\[
-\frac{\hbar^2}{M}\nabla^2\psi+U\psi=\frac{\hbar^2k^2}{M}\psi .
\]
A uniform $\psi$ gives the first-order energy $g/(\pi L^2)=gn$. The strength of the barrier is measured by $\gamma=Mg/\hbar^2$.

For a weak, small barrier the true energy can be found by hand. Let $\psi_R$ be the mean of $\psi$ over the barrier, and $\bar\psi$ the mean over the cell. Integrating the equation over the barrier, with $k^2$ neglected there, gives $R\psi'(R)=\gamma\psi_R/2\pi$. To first order in $\gamma$, $\psi=\psi(0)(1+\gamma r^2/4\pi R^2)$ inside the barrier, and $r^2$ has mean $R^2/2$ there. The edge value therefore exceeds the mean by $\gamma\psi_R/8\pi$, so that $\psi(R)=\psi_R+\frac14R\psi'(R)$. Outside, $\nabla^2\psi\simeq-k^2\bar\psi$, and the condition $\psi'(L)=0$ gives
\[
\psi'(r)=\frac{k^2\bar\psi}{2}\,\frac{L^2-r^2}{r}.
\]
For $R\ll L$, equating the slopes at $R$ yields $k^2\bar\psi L^2/2=\gamma\psi_R/2\pi$. Integrating the slope and averaging over the cell, where $\ln(r/R)$ has mean $\ln(L/R)-\frac12$ and $r^2$ has mean $L^2/2$, yields
\[
\bar\psi=\psi(R)+\frac{k^2\bar\psi L^2}{2}\left(\ln\frac LR-\frac34\right)=\psi_R+\frac{k^2\bar\psi L^2}{2}\left(\ln\frac LR-\frac12\right).
\]
The ratio of the true to the first-order energy is $\pi k^2L^2/\gamma=\psi_R/\bar\psi$, or
\begin{equation}
\frac{E}{gn}\simeq\frac1{1+\dfrac{\gamma}{2\pi}\left(\ln\dfrac LR-\dfrac12\right)} .
\label{eq:log}
\end{equation}
It falls logarithmically as the density decreases. The constant $g$ is therefore a first-order coupling and not the low-energy scattering strength of two free excitons.

From part (h), $\gamma=3.03\,M/\mu$. Since $M/\mu=(m_e+m_h)^2/(m_em_h)\ge4$, hydrogenic excitons have $\gamma\ge12.1$ for any masses. Our equal masses give the minimum, which already lies outside the weak-barrier regime in which \eqref{eq:log} was derived. We therefore solve the disc model itself by matching Bessel functions at $R$ and finding $k$ numerically. With $L=17.8\ \mathrm{nm}$, the ratio is 0.15 for $R=a$ and 0.22 for $R=3a$; for these two radii \eqref{eq:log} comes within 2\% of the exact values. The shift of $1.15\ \mathrm{meV}$ would drop to between 0.17 and $0.25\ \mathrm{meV}$. The barrier is a stand-in for the nonlocal exchange interaction, so these figures indicate a size.

Temperature matters through the momenta. With $k_T=\sqrt{2Mk_BT}/\hbar$, $k_Ta=0.08$ at 10 K and 0.44 at 300 K. For two excitons with opposite momenta $\pm\hbar k_T$ and the equal masses used here, the exchange matrix element lies about 1\% below its zero-momentum value at 10 K and about 20\% below it at 300 K. A thermal gas also does not have all its excitons in one state, as part (i) assumed. For an uncondensed gas of one spin species with a momentum-independent coupling, exchange between excitons in different momentum states doubles the first-order shift to $2gn$.

Density is a minor concern here. The largest occupation is $8\pi na^2=0.009$. Numerical integration of \eqref{eq:bcs} with fixed $\varphi_k$ gives a value of $2(\mathcal E+E_bn)/n^2$ that is 0.2\% above $g$.

\textbf{The real monolayer.} Binding energies in encapsulated $\mathrm{WSe_2}$ are roughly 0.2 eV. The hydrogenic 0.54 eV is thus far from typical, while the model with nonlocal screening gives 0.16 eV, much closer to that value. The same screening moves $g$ by 12\%. Of the effects on the shift estimated here, correlation is the largest: in the disc model it lowers the shift by a factor of about five to seven for the two radii used, and by less for a wider barrier. The model also leaves out virtual excitation of the excitons' internal states, which produces a van der Waals attraction. For the masses used here, its direct part at second order lowers the coupling by at least about $0.5\ \mathrm{eV\,nm^2}$, nearly half of $g$, so it is not a small correction. Disorder, electron--hole exchange and excitons in other spin or valley states are not sized here. The value of 1.15 meV is accordingly a first-order model result, not a prediction of a measured line shift.
